# Diffusion-limited dissolution of a spherical metal island: the cubic lifetime law

**Result.** A sphere of pure metal with initial radius $R_0$ is embedded in a solid matrix that already holds the dissolved-metal concentration $c_0$ in equilibrium with a flat metal surface. The sphere still dissolves, because its curvature raises the concentration at its own surface above $c_0$. If diffusion limits the process, and if $R_0$ is much larger than the capillary length $\ell$, the lifetime is

$$\tau_3=\frac{R_0^3}{3\,\Omega c_0 D\,\ell}=\frac{kT\,R_0^3}{6\gamma\Omega^2Dc_0},\qquad \ell=\frac{2\gamma\Omega}{kT}. \tag{1}$$

Here $\Omega$ is the volume per metal atom, $\gamma$ the interface energy per area, $D$ the diffusivity of dissolved metal, and $kT$ the thermal energy. The cubic law is the large-radius limit of

$$\tau=\frac{1}{\phi_0D}\int_0^{R_0}\frac{R\,dR}{e^{\ell/R}-1},\qquad \phi_0=\Omega c_0. \tag{2}$$

The distinction matters for volatile selectors, the two-terminal switches that block leakage paths in a crossbar memory. A metal filament that has broken up may leave islands of a few nanometres, and $\ell$ is itself a few nanometres. For such islands (2) is needed.

## Concentration at a curved surface

Take $\gamma$ to be isotropic and independent of radius. An island of $N$ atoms has volume $N\Omega=4\pi R^3/3$, so $\Omega\,dN=4\pi R^2dR$. Its surface energy $4\pi R^2\gamma$ therefore changes per added atom by

$$\frac{d(4\pi R^2\gamma)}{dN}=8\pi R\gamma\,\frac{dR}{dN}=8\pi R\gamma\,\frac{\Omega}{4\pi R^2}=\frac{2\gamma\Omega}{R}. \tag{3}$$

This is the excess chemical potential of an atom in the island over one in bulk metal. In a dilute solution, the chemical potential relative to bulk metal is $kT\ln(c/c_0)$; it vanishes at $c=c_0$ by the definition of $c_0$. Equating the two gives the Gibbs–Thomson concentration

$$c_R=c_0\,e^{2\gamma\Omega/(kTR)}=c_0\,e^{\ell/R}. \tag{4}$$

A test of (4) used the total free energy of a closed volume of $10^6\ \mathrm{nm^3}$ containing 14000 metal atoms, shared between one island and the solution, with the material values of the example below. A numerical search restricted to islands of more than 5000 atoms found a local minimum at a radius of 2.925 nm, with $c/c_0=5.1229$; $e^{\ell/R}$ at that radius is also 5.1229. The island is only metastable here, since the fully dissolved state has a lower free energy, but (4) must hold at any local minimum with an island.

## Diffusion and the shrinking radius

Suppose first that the concentration field adjusts quickly compared with the motion of the surface. It then obeys the steady equation

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0\quad\Rightarrow\quad c=A+\frac{B}{r}.$$

The far concentration is $c_\infty$, so $A=c_\infty$. Fast exchange of atoms at the surface fixes $c(R)=c_R$, so $B=(c_R-c_\infty)R$. The outward flux density is $-D\,dc/dr=DB/r^2$, and the total outward current of atoms is

$$I=4\pi r^2\,\frac{DB}{r^2}=4\pi DR\,(c_R-c_\infty). \tag{5}$$

To find the motion of the surface, count the atoms inside a fixed sphere of radius $b>R$. The matrix is assumed to relax into the vacated volume, taking the local concentration $c_R$, and its own flow is neglected. The island's content changes at the rate $4\pi R^2\dot R/\Omega$. The dissolved content changes at the rate

$$\frac{d}{dt}\int_R^b4\pi r^2c\,dr=-4\pi R^2\dot R\,c_R+4\pi D\left[r^2\frac{\partial c}{\partial r}\right]_R^b .$$

The first term comes from the moving lower limit, the second from the diffusion equation. The sum of both contents can change only by the current through $r=b$, which adds atoms at the rate $4\pi Db^2\,\partial c/\partial r|_b$. That term cancels on the two sides, leaving

$$(1-\Omega c_R)\,\dot R=\Omega D\left.\frac{\partial c}{\partial r}\right|_R. \tag{6}$$

For a dilute solution $\Omega c_R\ll1$, and the bracket is replaced by one. Inserting the steady gradient $-(c_R-c_\infty)/R$ gives

$$\frac{dR}{dt}=-\frac{\Omega D(c_R-c_\infty)}{R}. \tag{7}$$

Now let the far matrix be saturated, $c_\infty=c_0$. With (4),

$$\frac{dR}{dt}=-\frac{\phi_0D}{R}\left(e^{\ell/R}-1\right). \tag{8}$$

The right side is negative for every $R$, so the island shrinks until it is gone. Separating variables gives $dt=-R\,dR/[\phi_0D(e^{\ell/R}-1)]$; integrating from $R_0$ down to zero and reversing the limits gives (2).

## The cubic law

For $R\gg\ell$ the exponential may be expanded, $e^{\ell/R}-1\approx\ell/R$. Equation (8) becomes

$$R^2\frac{dR}{dt}=-\phi_0D\ell. \tag{9}$$

The left side is $\tfrac13\,dR^3/dt$, hence

$$R^3=R_0^3-3\phi_0D\ell\,t,\qquad R=R_0\left(1-\frac{t}{\tau_3}\right)^{1/3}, \tag{10}$$

and $R=0$ at $t=\tau_3=R_0^3/(3\phi_0D\ell)$. Substituting $\phi_0=\Omega c_0$ and $\ell=2\gamma\Omega/(kT)$ gives the second form in (1).

The cube has a simple origin. In (5) the factor $R$, which makes a larger sphere a better source, cancels the factor $1/R$ in the excess concentration $c_0\ell/R$. The current is then the constant $4\pi Dc_0\ell$. An island with $4\pi R_0^3/(3\Omega)$ atoms, emptied at a constant rate, lasts for a time proportional to its volume. Dividing the number of atoms by the current reproduces $\tau_3$.

The expansion must fail near the end, when $R$ falls below $\ell$. This does not spoil the limit. Since $e^y-1>y$ for $y>0$, the rate in (8) exceeds the rate in (9), so the time left at radius $R$ is less than $R^3/(3\phi_0D\ell)$. Relative to $\tau_3$ this is less than $(R/R_0)^3$. The stage below $R=\ell$ thus contributes less than $(\ell/R_0)^3$, which vanishes for large islands. The same inequality shows that $\tau<\tau_3$ at every $R_0$ within (8).

## How large an island must be

Write $x=\ell/R_0$ and $\tau=\tau_3F(x)$. In (2) put $y=\ell/R$, so that $R=\ell/y$ and $dR=-\ell\,dy/y^2$. The integral becomes $\ell^2\int_x^\infty y^{-3}(e^y-1)^{-1}dy$. Dividing by $R_0^3/(3\ell)$ gives

$$F(x)=3x^3\int_x^\infty\frac{dy}{y^3(e^y-1)}. \tag{11}$$

For small $x$, write

$$\frac1{e^y-1}=\frac1y-\frac12+\frac y{12}+g(y).$$

The remainder $g$ is of order $y^3$ at small $y$ and grows like $-y/12$ at large $y$. Hence $g/y^3$ is integrable from zero to infinity, and its contribution to $F$ is of order $x^3$. The other terms integrate to $1/(3x^3)$, $-1/(4x^2)$ and $1/(12x)$. Therefore

$$F(x)=1-\frac{3x}{4}+\frac{x^2}{4}+O(x^3). \tag{12}$$

Quadrature confirms the order of the remainder: it is $-4.53\times10^{-5}$ at $x=0.1$ and $-5.68\times10^{-6}$ at $x=0.05$, a ratio close to $2^3$. From (12), the cubic law overestimates $\tau$ by less than about a tenth of $\tau_3$ when $R_0$ exceeds roughly $7\ell$.

The local power of $R_0$ follows by differentiating (2) with respect to its upper limit:

$$n=\frac{R_0}{\tau}\frac{d\tau}{dR_0}=\frac{R_0^2}{\phi_0D(e^x-1)}\,\frac{3\phi_0D\ell}{R_0^3F}=\frac{3x}{F(x)\,(e^x-1)}. \tag{13}$$

With $e^x-1\approx x(1+x/2)$ and (12), this is $n\approx3(1-x/2)(1+3x/4)\approx3+3x/4$. The exponent approaches three from above.

The opposite limit, $R_0\ll\ell$, is not a power law. In (11) put $y=x+z$. For large $x$ the denominator becomes $e^{x+z}$, while $y^{-3}\approx x^{-3}$ over the range $z\sim1$ that contributes. The integral is then $x^{-3}e^{-x}$, so to leading order $F\approx3e^{-x}$ and

$$\tau\approx\frac{R_0^3}{\phi_0D\ell}\,e^{-\ell/R_0}. \tag{14}$$

The surface concentration has become exponentially large, and so has the rate. Equation (14) describes (8) alone: the solution must still be dilute, and a sphere with a well-defined $\gamma$ must still make sense.

## An unsaturated matrix

The cubic law also depends on the far field. Let $c_\infty=Sc_0$, with $S$ the saturation. For $R\gg\ell$, (4) and (7) give

$$\frac{dR}{dt}=-\frac{\phi_0D}{R}\left(\frac{\ell}{R}+\delta\right),\qquad\delta=1-S. \tag{15}$$

For $\delta>0$ the lifetime is $(\phi_0D)^{-1}\int_0^{R_0}R^2dR/(\ell+\delta R)$. Polynomial division,

$$\frac{R^2}{\ell+\delta R}=\frac R\delta-\frac{\ell}{\delta^2}+\frac{\ell^2}{\delta^2(\ell+\delta R)},$$

then gives

$$\tau=\frac1{\phi_0D}\left[\frac{R_0^2}{2\delta}-\frac{\ell R_0}{\delta^2}+\frac{\ell^2}{\delta^3}\ln\left(1+\frac{\delta R_0}{\ell}\right)\right]. \tag{16}$$

If $\delta R_0/\ell\ll1$, expanding the logarithm to third order cancels the first two terms and leaves $R_0^3/(3\phi_0D\ell)$. If $\delta R_0/\ell\gg1$, the first term dominates and the lifetime is quadratic. In an empty matrix, $\delta=1$, large islands follow

$$\tau_2=\frac{R_0^2}{2\phi_0D}. \tag{17}$$

Quadrature with $c_\infty=0$ and the full exponential gave an exponent of 2.0014 between $R_0=1000\ell$ and $2000\ell$. The cubic law therefore requires $|1-S|\ll\ell/R_0$, a condition that becomes stricter as the island grows. In a supersaturated matrix, $S>1$, islands with $R>\ell/\ln S$ have $c_R<c_\infty$ and grow.

## The quasi-steady assumption

Let the matrix be uniform at first, and hold a sphere at fixed $R$ and $c_R$. The function $u=r(c-c_\infty)$ obeys the one-dimensional diffusion equation, with $u(R)=R(c_R-c_\infty)$ and solution

$$u=R(c_R-c_\infty)\,\mathrm{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).$$

At the surface $-\partial c/\partial r=u/R^2-(\partial u/\partial r)/R$, so

$$-\left.\frac{\partial c}{\partial r}\right|_R=\frac{c_R-c_\infty}{R}\left(1+\frac{R}{\sqrt{\pi Dt}}\right). \tag{18}$$

The second term is the transient. At fixed $R_0$ and $\ell$ the lifetime scales as $1/\phi_0$, so at times comparable with $\tau$ the transient is a relative correction proportional to $\sqrt{\phi_0}$. Its size is set by $R_0/\sqrt{D\tau}=\sqrt{3\phi_0x/F(x)}$, which grows steeply for small islands; for the 2 nm island of the example below it is about $7\sqrt{\phi_0}$.

This was tested by solving the time-dependent diffusion equation with the moving boundary (6), starting from a uniform matrix. For the 2 nm island of the example, the time to reach half the initial radius was about 3.2% shorter than the quasi-steady time. With $\phi_0$ sixteen times smaller, the difference was about 0.8%, close to the expected fourfold reduction. Both values shift by about 0.01 percentage points with the discretisation.

The same solution tests the cubic law. For islands of $100\ell$ and $200\ell$, the time to halve the radius agreed within 2% with $\tfrac78\tau_3$, the value from (10). The exponent between them was 3.0049.

## Attachment and nearby sinks

Two further conditions can be relaxed together. Let atoms leave the surface at the finite rate $j=k(c_R-c_s)$ per area, where $c_s$ is the actual concentration beside the surface, and let a concentric sink of radius $L$ hold $c=c_\infty$. The steady profile $A+B/r$ now has $c_s-c_\infty=B(1/R-1/L)$, and $j=DB/R^2$ at the surface. Thus

$$c_s-c_\infty=\frac jD\,R\left(1-\frac RL\right),\qquad c_R-c_s=\frac jk .$$

Adding these eliminates $c_s$:

$$j=\frac{D(c_R-c_\infty)}{R(1-R/L)+\lambda},\qquad\lambda=\frac Dk. \tag{19}$$

Since $\dot R=-\Omega j$, the numerator $R$ in (2) is replaced by $R(1-R/L)+\lambda$. A numerical boundary-value solution with $R=2$ nm, $L=5$ nm and $\lambda=0.3$ nm agreed with (19) to within one part in $10^5$.

For a large island and distant sinks, the integral is $\int_0^{R_0}(R+\lambda)R\,dR/\ell$, so

$$\tau=\tau_3\left(1+\frac{3\lambda}{2R_0}\right). \tag{20}$$

Diffusion limits the lifetime when $\lambda\ll R_0$. For $\lambda\gg R_0$ the second term dominates and the lifetime is again quadratic in $R_0$, this time because attachment is slow.

## A copper island in a selector

Consider an fcc-Cu island of radius 2.0 nm in a glassy solid electrolyte at 358 K, left at zero bias after the selector has switched off. Rough inputs are $\gamma=1\ \mathrm{J/m^2}$, $D=10^{-8}\ \mathrm{cm^2/s}=10^6\ \mathrm{nm^2/s}$ and $c_0=10^{18}\ \mathrm{cm^{-3}}=10^{-3}\ \mathrm{nm^{-3}}$. The cubic cell of edge 0.3615 nm holds four atoms, so $\Omega=0.3615^3/4=0.01181\ \mathrm{nm^3}$, and the island has about 2800 atoms. With $1\ \mathrm{J/m^2}=6.242\ \mathrm{eV/nm^2}$ and $kT=0.03085$ eV,

$$\ell=\frac{2(6.242)(0.01181)}{0.03085}\ \mathrm{nm}=4.78\ \mathrm{nm},\qquad \phi_0D=(1.181\times10^{-5})(10^6)=11.81\ \mathrm{nm^2/s}.$$

The cubic law would give

$$\tau_3=\frac{2.0^3}{3(11.81)(4.78)}\ \mathrm{s}=47\ \mathrm{ms}.$$

But $x=\ell/R_0=2.39$, far outside its range. The correction is $F=0.142$, and the lifetime is $\tau=0.142\times47\ \mathrm{ms}=6.7\ \mathrm{ms}=6.7\times10^{-3}$ s. The local exponent is 5.1, so a 10% larger radius lengthens the life by roughly 60%. With the material values held fixed, the approach to the cubic law is slow:

| $R_0$ (nm) | $\tau_3$ (s) | $\tau$ (s) | $F$ | $n$ |
|---|---|---|---|---|
| 2 | 0.047 | 0.0067 | 0.14 | 5.08 |
| 10 | 5.9 | 4.1 | 0.69 | 3.37 |
| 50 | 738 | 687 | 0.93 | 3.07 |
| 200 | 47250 | 46410 | 0.98 | 3.02 |

The largest radii illustrate the limit; they exceed the thickness of a typical selector film.

Each of the following changes is made alone, relative to the 6.7 ms lifetime. An attachment length of 0.3 nm, about one atomic hop, multiplies it by 1.18. A concentric sink at 5 nm multiplies it by 0.66. Two flat electrodes 5 nm from the centre, both holding $c_0$, would shorten it less, because they leave the concentration on that sphere at or above $c_0$. An empty far field gives a factor of 0.94: since $c_R$ starts at $10.9\,c_0$, the background hardly matters at this size. Lowering or raising $\gamma$ by 20% gives 1.89 or 0.55, a strong effect because $\gamma$ stands in an exponent. At 300 K, with $Dc_0$ assumed to be activated by 0.5 eV and $\gamma$ unchanged, the lifetime is 12.8 times longer; the slower transport outweighs the larger $\ell$.

Near the end the solution ceases to be dilute. At $R=0.53$ nm, $\Omega c_R$ reaches 0.1, but in the model only $3.5\times10^{-5}$ of the lifetime remains. That share does not cover a remnant cluster pinned at a defect, which could last much longer.

Charge matters too if copper leaves as ions. A single charge on the island costs $e^2/(8\pi\varepsilon_0\varepsilon_rR_0)=0.036$ eV, or $1.2\,kT$, for an assumed relative permittivity $\varepsilon_r=10$. The cost grows as the square of the charge, so electrons must be able to follow the ions if the neutral model is to hold. This is necessary but not sufficient. If ions and electrons dissolve as separate dilute species in equal numbers, they share the excess chemical potential (3), and the exponent in (4) is halved. For the same $c_0$ and effective diffusivity, this island would then last several times longer. The zero-bias condition is similarly narrow: for singly charged ions, $eER_0=kT$ at $E=0.15$ MV/cm, which is 0.15 V across 10 nm.

Volatile selectors based on silver or copper relax over a wide range, roughly from below a microsecond to milliseconds and longer, depending on the stack and the preceding current. The value found here lies within that range, but it does not predict a particular device: $\tau$ scales inversely with $Dc_0$, which is uncertain by orders of magnitude. The chosen $D$ is meant for a fast electrolyte; in a matrix with the same $c_0$ but a lower $D$, $\tau$ is longer in proportion. Fast electrolytes often dissolve far more copper than the $c_0$ chosen here. At $c_0=10^{21}\ \mathrm{cm^{-3}}$, $\Omega c_R$ would be 0.13 already at $R_0=2$ nm, and the dilute model would not apply. Real remnants are also neither spherical nor isolated. Electrodes that hold $c_0$, both 5 nm from the centre of the island, shorten the life by at most about one third, according to the sink estimate above. An island lying close to one electrode is not covered by this bound and can lose more. Neighbouring islands of equal size have the opposite effect: each raises the dissolved concentration around the others. Without nearby sinks they therefore outlive $\tau$; between electrodes that hold $c_0$, either effect can prevail. A much larger neighbour can instead shorten the life of a small island. Its surface concentration is lower, so it can take up metal that the small island releases, and it then lasts longer itself. Two electrodes that block copper can also lengthen the life, because they confine the dissolved metal. Moreover, $\tau$ is not the electrical switch-off time, since a filament stops conducting well once a gap opens. Within the model, $\tau$ is the time at which an isolated island has vanished. The copper it released is then still spreading, so the concentration nearby stays above $c_0$ for a while. If cycles must be independent of isolated remnants, the waiting time between them has to exceed $\tau$ for the largest island, and the steep dependence on $R_0$ gives that island the greatest weight. With several islands close together, or between blocking electrodes, the wait may have to be longer.

The numerical output below lists the values used here.

## Calculated quantities

```
Lattice constant of fcc-Cu (input): 0.3615 nm
Interface energy (rough input): 1.0 J/m2
Diffusivity (rough input): 1e-08 cm2/s
Flat-interface solubility (rough input): 1e+18 cm^-3
Temperature: 358 K; kT: 0.03085 eV
Initial radius: 2.0 nm
Atomic volume: 0.01181 nm3
Atoms in island: 2837
phi0 = Omega*c0: 1.181e-05
phi0*D: 11.810 nm2/s
Capillary length ell: 4.779 nm; ell/R0: 2.389
Concentration ratio c_R/c0 at R0: 10.91
Cubic-law lifetime: 47.25 ms
Full lifetime: 6.725 ms = 6.725e-03 s
Correction factor F: 0.1423
Local exponent at R0: 5.083
Table: R0 (nm), cubic (s), full (s), F, local exponent
      2 4.725e-02 6.725e-03 0.1423 5.083
      5 7.382e-01 3.507e-01 0.4751 3.770
     10 5.906e+00 4.098e+00 0.6939 3.372
     20 4.725e+01 3.943e+01 0.8345 3.183
     50 7.382e+02 6.870e+02 0.9306 3.072
    100 5.906e+03 5.698e+03 0.9647 3.036
    200 4.725e+04 4.641e+04 0.9822 3.018
Tests:
  free-energy minimum: R 2.925 nm, c/c0 5.1229, exp(ell/R) 5.1229
  moving-boundary exponent, R0 = 100 to 200 ell: 3.0049
  exponent with empty far field, large R0: 2.0014
  series remainder at x=0.1: -4.53e-05, x=0.05: -5.68e-06
  transient shortening to R0/2: 3.22 %
  same with phi0/16: 0.82 %
Neglected effects, lifetime relative to full lifetime:
  attachment length 0.3 nm: 1.182
  concentric sink at 5 nm: 0.662
  empty far field: 0.939
  interface energy -20 %: 1.887
  interface energy +20 %: 0.547
  at 300 K, D*c0 activated by 0.5 eV: 12.8
Radius where Omega*c_R = 0.1: 0.528 nm
Share of lifetime left at that radius: 3.5e-05
Charging energy (relative permittivity 10): 0.0360 eV = 1.17 kT
Field where e*E*R0 = kT: 0.154 MV/cm
```
